# How Imprint Lengthens Same-State Retention and Shortens the Reversed State's Lifetime, part 2

Long storage with polarization up (state $+$) leaves a ferroelectric capacitor with an internal bias field $E_b$, positive when it favours $+$. How long does it then retain the same state, and how long the reversed state $-$? The algebra uses atomic units, keeping $k_B$.

A region of volume $V$ switches as a unit, with polarization $P_sq$, dipole $p=P_sV$, unbiased barrier $U_0$ and energy

$$U(q)=U_0(q^4-2q^2)-pE_bq .$$

The barriers for leaving $\pm$ are

$$U_\pm=U_0\pm pE_b+\frac{3(pE_b)^2}{16U_0}+\dots$$

At the intrinsic coercive field the unfavoured well disappears:

$$pE_b=4U_0\left(\frac1{\sqrt3}-\frac1{3\sqrt3}\right)=\frac{8U_0}{3\sqrt3}.$$

With attempt rate $\nu$ and barriers to linear order,

$$x=\frac{pE_b}{k_BT},\qquad k_0=\nu e^{-U_0/k_BT},$$

the escape rates are $k_\pm=k_0e^{\mp x}$ and the lifetimes $\tau_\pm=\tau_0e^{\pm x}$, with $\tau_0=1/k_0$. For identical, independent regions the normalized polarization $m$ obeys

$$\frac{dm}{dt}=k_-(1-m)-k_+(1+m),$$

and relaxes to $\tanh x$ at the total rate $2k_0\cosh x$. The retention time, for a fall from 1 to a threshold $m_c$ along the written direction, is

$$T(x)=\frac{1}{2k_0\cosh x}\ln\frac{1-\tanh x}{m_c-\tanh x},$$

or infinity when $\tanh x\ge m_c$. The same state has $T(x)$; the reversed state has $T_{\rm opp}=T(-x)$.

The ordering argument: at fixed $m$, a larger bias raises $dm/dt$, so of two curves starting at the same $m$, the one with larger bias stays above. A diffusion test in the continuous double well agreed with $T(x)/T(0)$ to about 3%.

The example is a 10 nm hafnium zirconium oxide film: polarization 20 uC/cm2, $V=8$ nm³, $U_0=1.6$ eV, $\nu=10^{13}$ s⁻¹, $E_b=0.2$ MV/cm, $m_c=0.5$, stored at 358 K ($k_BT=0.03086$ eV). Then $p=0.9986$ eV per MV/cm, $pE_b=0.1997$ eV and $x=6.47$. The reversed state lasts $58.6\ln(2/1.5)=16.9$ days; without bias, retention is about 36 years.

Q: So the same capacitor passes a ten-year target without imprint and fails within weeks with it?

A: In the reversed state, yes, for these parameters. A few entries show how early the asymmetry begins:

- At 0.005 MV/cm, the same state lasts 16,900 days and the reversed state 10,500 days.
- At 0.015 MV/cm, the times are 40,700 and 7,140 days.
- At 0.05 MV/cm, the same state has no finite threshold time, while the reversed state lasts 2,170 days.

The unbiased value is 13,100 days and the ten-year target is 3,650 days. The reversed state therefore loses its ten-year retention somewhere between 0.015 and 0.05 MV/cm in this model.

Q: The infinity looks suspicious. It appears at a bias far below the imprint field.

A: It appears when $\tanh x=m_c$, or $E_b=(k_BT/p)\,{\rm artanh}\,m_c=0.017$ MV/cm. A modest energy difference between the wells suffices to keep $m$ above 0.5 in equilibrium. At 0.2 MV/cm the equilibrium value is 0.999995, although the total relaxation rate is 323 times its zero-bias value. Such a nearly perfect equilibrium depends on all regions being identical and independent. Real films challenge both assumptions.

Q: Start with identical. A polycrystalline film has grains with different barriers and local fields.

A: The direction of the result survives. Give each region its own barrier and field offset, and add the same bias to all. Each region's polarization curve moves upward by the ordering argument, so their average moves upward too.

The times can change greatly. With Gaussian spreads of 0.05 eV in barrier and 0.1 MV/cm in local field, the reversed state's retention falls from 17 to 2.5 days. The unbiased retention falls to 1,825 days, which misses the ten-year target even without imprint. A fall from 1 to 0.5 requires only a net quarter of the regions to reverse, and regions with low escape barriers tend to go first. The same state now settles at $m=0.946$, mainly because some regions have local fields that outweigh the common bias, and partly because regions with a weak net field do not stay fully polarized.

Grain tilt acts in the other direction for the reversed state. If the polar axis makes an angle $\theta$ with the film normal, the bias energy contains $E_b\cos\theta$. With every grain tilted by 45 degrees and all else fixed, the reversed state lasts 112 days.

Q: Now independent. Reversing part of the film changes the depolarizing field felt by the rest.

A: Consider a ferroelectric of thickness $t_f$ and permittivity $\epsilon_f$ in series with a dielectric layer of thickness $t_i$ and permittivity $\epsilon_i$. The electrodes are short-circuited, so $E_ft_f+E_it_i=0$. With no free charge at the interface, continuity of electric displacement in atomic units reads

$$\epsilon_fE_f+4\pi P=\epsilon_iE_i=-\epsilon_i\frac{t_f}{t_i}E_f .$$

Solving for the film's field gives

$$E_f=-\frac{4\pi P}{\epsilon_f+\epsilon_it_f/t_i}.$$

In SI units $4\pi P$ becomes $P/\epsilon_0$. Averaged over the film, $P=P_sm$, so this field is $-Dm$, where $D$ is its magnitude at full polarization. Any trapped interface charge enters separately through $E_b$. For a 0.2 nm layer and both permittivities equal to 30, $D=0.148$ MV/cm. Charge trapped at this interface appears beside $P$ in the same equation, so full screening of $P_s$ gives $E_b=D$, partial screening gives less, and without a layer such charge gives no field in the short-circuited film. A bias of 0.2 MV/cm with this layer would need about 27 uC/cm2, more than the polarization, or some other origin. I keep treating $E_b$ as a given parameter.

Q: A depolarizing field should shorten retention of both states.

A: That depends on which barrier is held fixed. Let $U_0$ now mean the barrier of the fully written, zero-bias state, with its depolarizing field already included. In mean field the barrier for leaving $+$ is

$$U_+=U_0+pD+p(E_b-Dm)=U_0+pE_b+pD(1-m).$$

As polarization is lost, the depolarizing field weakens and this barrier rises. With $U_0$ still 1.6 eV, the unbiased time grows to 47,600 days and the reversed state's time to 74 days.

If instead the barrier before depolarization is held at 1.6 eV, every rate is larger by $e^{pD/k_BT}$. Here $pD=0.147$ eV, so the factor is about 120. The unbiased time becomes about 400 days and the reversed state's time about 0.6 days. The second comparison describes adding a layer to an otherwise unchanged film, and there depolarization shortens both times.

Q: Does feedback upset your ordering proof?

A: No. Write $y=p(E_b-Dm)/k_BT$ and let $k_D=\nu e^{-(U_0+pD)/k_BT}$. The rate equation becomes

$$\frac{dm}{dt}=k_D\left[e^y(1-m)-e^{-y}(1+m)\right].$$

At fixed $m$, increasing $E_b$ increases $y$ and therefore the right side. The trajectories remain ordered.

What changes is the condition for unlimited same-state retention. At fixed bias, the right side decreases as $m$ increases, because $y$ and $1-m$ fall while $e^{-y}$ and $1+m$ rise. The polarization therefore stops above $m_c$, or approaches it without crossing, if the right side is not negative at $m_c$. This requires $e^{2y}\ge(1+m_c)/(1-m_c)$, or $y\ge{\rm artanh}\,m_c$:

$$E_b\ge Dm_c+\frac{k_BT}{p}\,{\rm artanh}\,m_c .$$

For the 0.2 nm layer the boundary is 0.091 MV/cm. Time integration from $m=1$ to $10^{14}$ s ended below 0.5 for a bias 2% under this boundary and above 0.5 for one 2% over it. For a 0.5 nm layer the boundary is 0.196 MV/cm, almost the whole imprint field if $E_b$ is held fixed. Unlimited same-state retention thus needs a much larger bias than the independent-region result suggests. If the bias comes from charge screening a fraction $s$ of $P_s$ at this interface, then $E_b=sD$ grows with the layer too, and the condition becomes $s\ge m_c+(k_BT/pD)\,{\rm artanh}\,m_c$, which is 0.62 for the thin layer and 0.55 for the thick one.

Q: The reversed state may also erase the imprint while it is being stored.

A: That would help it. The ordering argument also works with two time-dependent biases, provided one remains larger than the other. A decaying bias therefore gives the reversed state a retention time between the constant-bias and zero-bias values. If the bias decays exponentially with a time constant of one year, the result is 20 days instead of 17. The correction is small because most of the loss occurs before the bias has changed much. The one-year value is only an illustration, and faster decay changes the outcome: a time constant of 90 days gives about 120 days, and one of 60 days gives about 4,800 days, beyond the ten-year target, because the bias fades before a quarter of the regions have reversed. A bias that changed sign to favour the stored state would help further, while a bias that grew towards $+$ would shorten the time.

Q: You assumed a perfect write. An imprinted capacitor resists being written into the reversed state.

A: It does, and incomplete writing is a separate loss. If the reversed state starts with fraction $w$ of its full polarization, where $m_c<w\le1$, the solution starts from $w$ instead of 1:

$$T_{\rm opp}=\frac{1}{2k_0\cosh x}\ln\frac{w+\tanh x}{m_c+\tanh x}.$$

For $w=0.8$ and the strong bias used here, the logarithm changes from $\ln(2/1.5)=0.288$ to $\ln(1.8/1.5)=0.182$. The 17 days become about 11.

The required field can be estimated by asking for an escape time of 1 us at 298 K. The barrier must then fall to $k_BT\ln(\nu\times1\,{\rm us})$, about 0.41 eV. The full double well reaches this at 1.45 MV/cm, and opposing the imprint raises the applied field to 1.65 MV/cm. This is below a rough breakdown field of 4 MV/cm. An escape time equal to the pulse length still leaves a fraction unswitched, so a nearly complete write needs a longer pulse or a larger field.

Q: Which other approximations could overturn the 17 days?

A: Barrier curvature does not. Its quadratic term is $3(0.1997)^2/(16\times1.6)=0.0047$ eV, which lengthens the time by about 16%. The bias is also far below the model's intrinsic coercive field of 2.47 MV/cm.

Tunnelling is small too. Near its top, approximate the barrier by an inverted parabola of angular frequency $\omega$. At an energy $s$ above the top, the transmission is $1/(1+e^{-2\pi s/\omega})$. Averaging it with the Boltzmann factor and dividing by the classical result gives

$$\frac{1}{k_BT}\int_{-\infty}^{\infty}\frac{e^{-s/k_BT}}{1+e^{-2\pi s/\omega}}\,ds=\frac{z/2}{\sin(z/2)}\simeq1+\frac{z^2}{24},\qquad z=\frac{\omega}{k_BT}.$$

The integral uses $\int_{-\infty}^{\infty}e^{-as}/(1+e^{-s})\,ds=\pi/\sin(\pi a)$ for $0<a<1$. It converges for $z<2\pi$, which defines a crossover temperature $\omega/2\pi k_B$. Taking $\omega=2\pi\nu$ as an estimate gives 76 K. At 358 K, $z=1.34$ and this factor raises the rate by about 8%. The estimate leaves out friction and the quantized levels of the well.

The barrier itself matters far more. A 10% change in $U_0$ is 0.16 eV, which changes every time by $e^{0.16/0.03086}$, about 180. The calculated times illustrate the mechanism; they do not predict a particular device.

Q: Would I see the same failure at room temperature?

A: Not on the same timescale. At 298 K, with all parameters except temperature fixed, the reversed state lasts about 430 years. Between 348 and 368 K the calculated times give an activation energy of 1.40 eV, equal to $U_0-pE_b$. Extrapolation to room temperature is justified only if the bias and the switching mechanism stay the same.

Q: How close is the example to a real hafnia capacitor?

A: Film thicknesses near 10 nm, polarizations of roughly 10 to 25 uC/cm2, coercive fields near 1 MV/cm and imprint fields of a few tenths of MV/cm are reasonable rough values for hafnium zirconium oxide. The model's 1.45 MV/cm for switching in 1 us is somewhat high beside that coercive field. The switching volume and barrier are effective parameters, not known constants of the material. Real films certainly break the assumption of identical regions; the modest spreads used above reduce 17 days to 2.5, and wider spreads could move the result further. A constant bias is also doubtful, since imprint in real films tends to drift towards whichever state is being stored. Measured opposite-state loss can include incomplete writing, back-switching after the pulse and incomplete switching at read, so it need not be the slow thermal escape modelled here.

Q: Then what may I conclude from a capacitor that passes a same-state test?

A: That the state it was already storing remains readable under the conditions of that test. In this model the bias that improves that result also lowers the barrier protecting the reversed state. The reversed state must therefore be written and stored in its own test, at the temperature and for the time that matter. The numerical output below gives the remaining values.

## Computed results

```
Film thickness (rough): 10 nm
Remanent polarization (rough): 20 uC/cm2
Switching-region volume (rough): 8 nm^3
Zero-bias barrier (rough): 1.60 eV
Attempt rate (rough): 1e+13 1/s
Storage temperature: 358.15 K; kT = 0.03086 eV
Imprint field (rough): 0.20 MV/cm; threshold mc = 0.50
Dipole p: 0.9986 eV per MV/cm
Barrier shift: 0.1997 eV; x = 6.471
Barriers same / opposite: 1.7997 / 1.4003 eV
Lifetime factor exp(x): 646.4
Lifetime tau0: 3.786e+04 days
Lifetime tau_same: 2.447e+07 days
Lifetime tau_opposite: 58.57 days
Total relaxation rate / zero-bias rate: 323.2
Equilibrium m at imprint field: 0.999995
Bias for unlimited same-state retention: 0.01698 MV/cm
Small-bias slope dlnT/dx: 1.4427
Bias (MV/cm), T_same (days), T_opposite (days):
  0.000  1.312e+04  1.312e+04
  0.005  1.691e+04  1.053e+04
  0.010  2.338e+04  8621
  0.015  4.069e+04  7143
  0.050  inf  2174
  0.100  inf  428.5
  0.200  inf  16.85
Ten-year target: 3652.5 days
Zero-bias retention: 35.93 years
Opposite-state retention: 1.456e+06 s
Opposite-state activation energy: 1.4003 eV
Opposite retention at 298.15 K: 425.9 years
Diffusion test, U0/kT = 14: T(x)/T(0) at x=-1,-0.3,0.3: 0.321, 0.680, 1.673
Barrier curvature: opposite time multiplied by 1.165
Spreads used: 0.05 eV barrier, 0.10 MV/cm field
With spreads, zero-bias retention: 1825 days
With spreads, opposite retention: 2.521 days
With spreads, same-state long-time m: 0.9458
Grain tilt 45 degrees, opposite retention: 112.1 days
Depolarizing field, 0.2 nm layer (eps 30): 0.1476 MV/cm
With feedback, zero-bias retention: 4.76e+04 days
With feedback, opposite retention: 73.56 days
With feedback, same-state long-time m: 0.9564
With feedback, critical bias: 0.0908 MV/cm
Critical bias for a 0.5 nm layer: 0.1962 MV/cm
Bias decaying over 1 year, opposite retention: 19.94 days
Tunnelling crossover: 76.4 K; rate factor 1.075
Intrinsic coercive field: 2.467 MV/cm
Field for 1 us switching at 298.15 K, no bias: 1.451 MV/cm
Field to write the reversed state in 1 us: 1.651 MV/cm
Breakdown field (rough): 4.0 MV/cm
```
